\section*{Soft-Photon Emission by a Scattered Electron: The Angular Integral}

\section*{Question}

An electron of mass $m$ is scattered by a heavy target at rest, from four-momentum $p$ to $p'$. The target does not radiate. In the process one photon of angular frequency $\omega$ may be emitted, soft enough to change the scattering itself very little. Work at tree level, and sum over electron spins and photon polarizations.

Use atomic units, in which $\hbar=m_e=1$ and $\alpha=1/c$; keep $m$ visible. The metric is $(+,-,-,-)$ and $p=(E/c,\mathbf p)$. The photon wave four-vector is $\kappa=(\omega/c)\,n$ with $n=(1,\mathbf n)$ and $|\mathbf n|=1$. Define
\[
Q^2=-(p'-p)^2,\qquad q=\frac{Q^2}{(mc)^2}.
\]
Let $dN$ be the rate with a photon in $d\omega$ divided by the rate without a photon.

\begin{enumerate}
\item[(a)] Derive the soft emission factor from the Dirac equation, and write $dN$ as an average over photon directions.
\item[(b)] Carry out the average for any $q$.
\item[(c)] Find $dN$ for $q\gg1$, with the first correction.
\item[(d)] Find $dN$ for $q\ll1$, with the first correction, and express the leading term through velocities. For which electrons does the velocity form hold?
\item[(e)] In the frame where $\mathbf p'=-\mathbf p$, find the angular pattern, its maximum, and the origin of the behaviour found in (c).
\item[(f)] An electron is turned by $90^\circ$ without loss of energy. Evaluate $N$ and the mean radiated energy for (i) $|\mathbf p|c=10^9$ eV, photons from $10^5$ to $10^6$ eV; (ii) kinetic energy $100$ eV, photons from $0.1$ to $1$ eV. Judge whether the approximations hold.
\end{enumerate}

\section*{Answer (a): the soft factor}

Write the amplitude without a photon as $\bar u(p')\,\Gamma\,u(p)$. If the photon leaves the outgoing line, the electron has momentum $p'+\kappa$ before emission. Since $p'^2=(mc)^2$ and $\kappa^2=0$, the propagator denominator is
\[
(p'+\kappa)^2-(mc)^2=2p'\cdot\kappa .
\]
This is small for a soft photon, so $\kappa$ may be dropped in the numerator. With $\gamma\cdot\epsilon\;\gamma\cdot p'=2\epsilon\cdot p'-\gamma\cdot p'\;\gamma\cdot\epsilon$ and $\bar u(p')\,\gamma\cdot p'=mc\,\bar u(p')$,
\begin{align*}
\bar u(p')\,\gamma\cdot\epsilon\,(\gamma\cdot p'+mc)
&=2\epsilon\cdot p'\,\bar u(p')-mc\,\bar u(p')\,\gamma\cdot\epsilon+mc\,\bar u(p')\,\gamma\cdot\epsilon\\
&=2\epsilon\cdot p'\,\bar u(p').
\end{align*}
The outgoing line therefore gives the factor $\epsilon\cdot p'/(p'\cdot\kappa)$. On the incoming line the denominator is $(p-\kappa)^2-(mc)^2=-2p\cdot\kappa$, and the same algebra acting on $u(p)$ gives $-\epsilon\cdot p/(p\cdot\kappa)$. If $\Gamma$ varies little when its momenta shift by $\kappa$, both terms multiply the same elastic amplitude. Up to a phase, the total factor is $\sqrt{4\pi\alpha}\;\epsilon\cdot J$ with
\begin{equation}
J=\frac{p'}{p'\cdot\kappa}-\frac{p}{p\cdot\kappa}.
\end{equation}

For the polarization sum, note that $\kappa\cdot J=1-1=0$, so $J^0=\mathbf n\cdot\mathbf J$. The two transverse polarizations give
\[
\sum_\epsilon|\epsilon\cdot J|^2=|\mathbf J|^2-(\mathbf n\cdot\mathbf J)^2=|\mathbf J|^2-(J^0)^2=-J\cdot J .
\]
The photon phase space is $d^3\kappa/[(2\pi)^3\,2|\boldsymbol\kappa|]$. Put $J=j/|\boldsymbol\kappa|$, where $j=p'/(p'\cdot n)-p/(p\cdot n)$ does not depend on frequency. With $d^3\kappa=|\boldsymbol\kappa|^2\,d|\boldsymbol\kappa|\,d\Omega$ and $d|\boldsymbol\kappa|/|\boldsymbol\kappa|=d\omega/\omega$,
\[
dN=\frac{4\pi\alpha}{16\pi^3}\,\frac{d\omega}{\omega}\int d\Omega\,(-j\cdot j).
\]
Writing $\langle\cdots\rangle=\int(\cdots)\,d\Omega/4\pi$, this is
\begin{equation}
dN=\frac{\alpha}{\pi}\,I\,\frac{d\omega}{\omega},\qquad I=\langle -j\cdot j\rangle .
\label{eq:dN}
\end{equation}

The squared soft factor was tested against full Dirac traces for a static contact (zero-range) potential, at electron energy $2mc^2$ and one general set of directions, with $J$ and the elastic trace taken at the final momentum after emission. The relative deviation is $1.1\times10^{-4}$ at photon energy $10^{-3}mc^2$ and ten times smaller at $10^{-4}mc^2$, as expected for a neglected term linear in $\omega$. The coefficient of that term depends on the potential and on the momenta at which the elastic rate is taken.

\section*{Answer (b): the average over directions}

Expanding the square, with $p^2=p'^2=(mc)^2$,
\begin{equation}
I=\left\langle\frac{2\,p\cdot p'}{(p\cdot n)(p'\cdot n)}-\frac{(mc)^2}{(p\cdot n)^2}-\frac{(mc)^2}{(p'\cdot n)^2}\right\rangle .
\label{eq:three}
\end{equation}
All three terms follow from one average. For a timelike $P$, take the polar axis along $\mathbf P$ and let $u$ be the cosine of the polar angle:
\begin{align}
\left\langle\frac1{(P\cdot n)^2}\right\rangle
&=\frac12\int_{-1}^{1}\frac{du}{(P^0-|\mathbf P|u)^2}\nonumber\\
&=\frac1{2|\mathbf P|}\left[\frac1{P^0-|\mathbf P|}-\frac1{P^0+|\mathbf P|}\right]
=\frac1{P\cdot P}.
\label{eq:basic}
\end{align}
Each mass term in (\ref{eq:three}) thus contributes $-1$, whatever the electron's energy.

For the cross term, join the denominators. With $A=p'\cdot n$ and $B=p\cdot n$,
\[
\int_0^1\frac{dx}{[xA+(1-x)B]^2}=\frac1{A-B}\left(\frac1B-\frac1A\right)=\frac1{AB}.
\]
The bracket on the left is $P\cdot n$ with $P=xp'+(1-x)p$. From $Q^2=2p\cdot p'-2(mc)^2$ we have $p\cdot p'=(mc)^2(1+q/2)$, so
\begin{align*}
P\cdot P&=(mc)^2\left[x^2+(1-x)^2+2x(1-x)\left(1+\tfrac q2\right)\right]\\
&=(mc)^2\left[1+x(1-x)q\right].
\end{align*}
This is positive, so (\ref{eq:basic}) applies. Now define $\eta\ge0$ by
\[
\cosh\eta=\frac{p\cdot p'}{(mc)^2}=1+\frac q2,\qquad\text{so that } q=4\sinh^2\frac\eta2 .
\]
Let $S=\sinh(\eta/2)$, $C=\cosh(\eta/2)$ and $y=x-\frac12$. Then $x(1-x)=\frac14-y^2$ and $1+x(1-x)q=C^2-4S^2y^2$. Therefore
\begin{align*}
\int_0^1\frac{dx}{1+x(1-x)q}
&=\left[\frac1{2SC}\,\mathrm{artanh}\frac{2Sy}{C}\right]_{-1/2}^{1/2}\\
&=\frac1{SC}\,\mathrm{artanh}\left(\tanh\frac\eta2\right)=\frac{\eta}{2SC}=\frac{\eta}{\sinh\eta}.
\end{align*}
Multiplying by $2p\cdot p'/(mc)^2=2\cosh\eta$ and adding the two mass terms gives $I=2(\eta\coth\eta-1)$, hence
\begin{equation}
dN=\frac{2\alpha}{\pi}\,(\eta\coth\eta-1)\,\frac{d\omega}{\omega}.
\label{eq:full}
\end{equation}

The coefficient depends on $q$ alone and is the same in every frame. The frequency window is not, because $\omega$ changes under a boost. The integral over $\omega$ diverges logarithmically at the lower end, so a lower limit must be given, and the first-order result is usable while $N$ is small.

\section*{Answer (c): large momentum transfer}

From $e^\eta+e^{-\eta}=q+2$ it follows that $e^\eta=q+2+O(1/q)$, and
\[
\eta=\ln q+\frac2q+O(q^{-2}),\qquad
\coth\eta=1+\frac{2}{e^{2\eta}-1}=1+O(q^{-2}).
\]
Thus $\eta\coth\eta-1=\ln q-1+2/q+O(q^{-2}\ln q)$, and to leading order
\begin{equation}
dN=\frac{2\alpha}{\pi}\left(\ln\frac{Q^2}{(mc)^2}-1\right)\frac{d\omega}{\omega},\qquad Q\gg mc .
\label{eq:large}
\end{equation}
The logarithm comes from the cross term, and the $-1$ from the two mass terms after the common factor 2 is taken out.

\section*{Answer (d): a small kick}

Now $\eta$ is small. Expanding $q=2(\cosh\eta-1)=\eta^2+\eta^4/12+\dots$ and inverting gives $\eta^2=q-q^2/12+\dots$. With $\eta\coth\eta=1+\eta^2/3-\eta^4/45+\dots$,
\[
\eta\coth\eta-1=\frac q3-\frac{q^2}{36}-\frac{q^2}{45}+\dots=\frac q3-\frac{q^2}{20}+\dots
\]
The leading term gives $dN=(2\alpha/3\pi)\,q\,d\omega/\omega$.

If the electron is slow before and after, $\mathbf p\simeq m\mathbf v$, and the energy difference enters $Q^2$ with a relative weight of order $v^2/c^2$. Hence $q\simeq|\Delta\mathbf v|^2/c^2$ with $\Delta\mathbf v=\mathbf v'-\mathbf v$, and
\begin{equation}
dN=\frac{2\alpha}{3\pi}\,\frac{|\Delta\mathbf v|^2}{c^2}\,\frac{d\omega}{\omega}
=\frac{2|\Delta\mathbf v|^2}{3\pi c^3}\,\frac{d\omega}{\omega}.
\label{eq:small}
\end{equation}
If this is written as $(2\alpha/3\pi)\,v^2\,d\omega/\omega$ with $c=1$, then $v$ is the change of velocity, not the speed. The factor $2/3$ can be seen directly. For slow motion $\mathbf j\simeq\Delta\mathbf v/c$, so $-j\cdot j=|\mathbf n\times\Delta\mathbf v|^2/c^2$, and the average of $\sin^2\theta$ over the sphere is $2/3$.

A fast electron with a small kick obeys the form with $q$ but not (\ref{eq:small}). For a deflection at constant energy $\Delta\mathbf p=\gamma m\,\Delta\mathbf v$, where $\gamma=E/(mc^2)$, so $q=\gamma^2|\Delta\mathbf v|^2/c^2$. At $\gamma=3$, quadrature of the soft factor gives $9.00$ times the value that (\ref{eq:small}) would predict.

The range of each limit can be read from the bracket $\eta\coth\eta-1$:
\begin{center}
\begin{tabular}{rrrr}
$q$ & full & $\ln q-1$ & $q/3$\\
\hline
0.1 & 0.0328 & $-3.303$ & 0.0333\\
1 & 0.291 & $-1.000$ & 0.333\\
10 & 1.513 & 1.303 & 3.333\\
100 & 3.626 & 3.605 & 33.33
\end{tabular}
\end{center}
At $q=1$ the small-kick form is 14\% above the full value, while the logarithmic form is negative and cannot be a probability. At $q=10$ the logarithmic form is 14\% too low, and at $q=100$ it is 0.6\% too low. Between the limits (\ref{eq:full}) should be used.

\section*{Answer (e): where the photons go}

Take $\mathbf p'$ along the polar axis, $\mathbf p=-\mathbf p'$, speed $\beta c$, and $u=\cos\theta$. Then $p'\cdot n=\gamma mc(1-\beta u)$ and $p\cdot n=\gamma mc(1+\beta u)$. The space part of $j$ lies along the axis and has the value
\[
\frac{\beta}{1-\beta u}+\frac{\beta}{1+\beta u}=\frac{2\beta}{1-\beta^2u^2}.
\]
Since $-j\cdot j=|\mathbf n\times\mathbf j|^2$, the pattern is
\begin{equation}
-j\cdot j=\frac{4\beta^2(1-u^2)}{(1-\beta^2u^2)^2}.
\label{eq:pattern}
\end{equation}
It vanishes along both electron directions. Setting its derivative with respect to $u^2$ to zero gives
\[
-(1-\beta^2u^2)+2\beta^2(1-u^2)=0,\qquad u^2=2-\frac1{\beta^2}.
\]
This requires $\beta^2\ge1/2$; for smaller $\beta$ the maximum is at $\theta=90^\circ$. In this frame $Q=2|\mathbf p|=2\gamma\beta mc$, so at the maximum
\[
\sin^2\theta=\frac1{\beta^2}-1=\frac1{\gamma^2\beta^2},\qquad \sin\theta=\frac{2mc}{Q}.
\]

For $\gamma\gg1$ and small $\theta$, $1-\beta^2u^2\simeq\theta^2+\gamma^{-2}$ and $|du|\simeq\theta\,d\theta$. In the range $1/\gamma\ll\theta\ll1$ the contribution to $I$ is
\[
\frac{4\theta^2}{\theta^4}\,\theta\,d\theta=4\,\frac{d\theta}{\theta}.
\]
Here the two electron directions contribute equally, and together they cancel the factor $\frac12$ of the average. The integral from about $1/\gamma$ to about $1$ is $4\ln\gamma\simeq2\ln q$ plus a constant, which is the logarithm of (\ref{eq:large}). It counts equal contributions from equal ratios of angle, and the electron mass cuts it off at small angles.

The part of $I$ with $|\cos\theta|<u$ follows from writing $\beta^2(1-u^2)=(1-\beta^2u^2)-(1-\beta^2)$ in (\ref{eq:pattern}) and using
\[
\int_0^u\frac{dt}{(1-\beta^2t^2)^2}=\frac{u}{2(1-\beta^2u^2)}+\frac{\mathrm{artanh}\,\beta u}{2\beta}.
\]
The result is
\begin{equation}
G(u)=\frac{2(1+\beta^2)}{\beta}\,\mathrm{artanh}\,\beta u-\frac{2(1-\beta^2)u}{1-\beta^2u^2}.
\end{equation}
At $u=1$, $\eta=2\,\mathrm{artanh}\,\beta$ and $\coth\eta=(1+\beta^2)/(2\beta)$ give $G(1)=2(\eta\coth\eta-1)$, in agreement with (b).

\section*{Answer (f): two electrons turned by $90^\circ$}

At constant energy and a right angle, $Q^2=|\mathbf p'-\mathbf p|^2=2|\mathbf p|^2$. Both windows span one decade, so $\int d\omega/\omega=\ln10=2.3026$, and $2\alpha/\pi=0.0046456$. The mean radiated energy per elastic event is $\int\omega\,dN$, that is, the coefficient of $d\omega/\omega$ times the width of the window.

\emph{(i) Fast electron.} With $mc^2=5.110\times10^5$ eV,
\[
q=2\left(\frac{10^9}{5.110\times10^5}\right)^2=7.66\times10^6,\qquad \ln q-1=14.85,
\]
\[
N=0.0046456\times14.85\times2.3026=0.159 .
\]
The mean radiated energy is $0.0046456\times14.85\times9\times10^5\ \mathrm{eV}=6.2\times10^4$ eV. The largest photon energy is $10^{-3}$ of the electron energy, so the photon is soft. The deflection is sudden if it takes place within a length much smaller than $c/\omega$, which is $2.0\times10^{-3}$ angstrom at the top of the window. For a fast electron this length condition is stricter than needed, since photons in the narrow cones form over the longer length $c/[\omega(1-\beta\cos\theta)]$. A transfer $Qc=\sqrt2\times10^9$ eV corresponds to the length $\hbar/Q=1.4\times10^{-6}$ angstrom, about $7\times10^{-4}$ of $c/\omega$, so the condition is met when $\Gamma$ varies on the scale of $Q$, as for a point charge. An extended target must in addition have a form factor $F$ that changes little when $Q$ shifts by about $\hbar\omega/c$. For a Gaussian charge of rms radius $R$, $F=\exp[-Q^2R^2/(6\hbar^2)]$, this requires $(QR/\hbar)(\omega R/c)\ll1$. At $R=10^{-4}$ angstrom and $10^6$ eV the two factors are $72$ and $0.05$, so the soft formula fails there although $R\ll c/\omega$. The heavy, non-radiating target is also an idealization at this $Q$: for a lead nucleus the recoil energy $Q^2/2M$ is about $5\times10^6$ eV, above the whole photon window, and the recoiling charge radiates as well; lighter nuclei recoil more. The value of $N$ itself is not very small. Events with two photons in the window are of higher order in $\alpha$ and are not computed here, so $N$ is the first-order ratio of rates defined in the question, not an accurate probability of emission.

In the frame of (e), the same $q$ puts the maximum $0.041^\circ$ from each electron direction, yet the share of photons within $10^\circ$ of the two directions is $67\%$. The remaining third lies at wider angles, since the logarithmic distribution falls off slowly.

\emph{(ii) Slow electron.} The speed is $v=0.01978\,c$, and $|\Delta\mathbf v|^2=2v^2$ at a right angle, so $q=7.83\times10^{-4}$ and $q/3=2.61\times10^{-4}$. Then
\[
N=0.0046456\times2.61\times10^{-4}\times2.3026=2.8\times10^{-6},
\]
and the mean radiated energy is $0.0046456\times2.61\times10^{-4}\times0.9\ \mathrm{eV}=1.1\times10^{-6}$ eV. The largest photon energy is $1\%$ of the kinetic energy. The kick is sudden if the force acts over a length much smaller than $v/\omega$, which is $39$ angstrom at $1$ eV. A target of atomic size, about one angstrom, meets this condition, but the remaining correction depends on its shape. Emission lowers $Q^2$ by about $2m\hbar\omega$, which changes the elastic rate of a Gaussian target of rms radius $R=1$ angstrom by $2m\omega R^2/(3\hbar)\approx9\%$ at $1$ eV. Also $Z\alpha c/v=0.37\,Z$ is not small, so for a real atom $\Gamma$ must be the full elastic amplitude rather than its tree-level form.

The two values of $N$ differ by a factor $5.7\times10^4$. The coupling and the logarithm of the frequency window are the same in both cases, so the whole factor is the ratio of the brackets $\eta\coth\eta-1$. The numerical output lists the values to more digits.

\section*{Computed values}
\begin{verbatim}
TESTS
Dirac/eikonal - 1, photon energy 1e-3 mc^2: 1.08e-04
Dirac/eikonal - 1, photon energy 1e-4 mc^2: 1.08e-05
general pair: q = 3.649211, eta = 1.698597
general pair: I by sphere quadrature = 1.63245515
general pair: I by closed form       = 1.63245515
large-q correction times q at q=1e4: 2.0015
small-q correction over q^2 at q=0.01: 0.04990
fast electron, small kick: gamma = 3.000
  I / (2/3 squared velocity change) = 9.000
TABLE: q, full bracket, ln q - 1, q/3
     0.01    0.003328   -5.605170      0.003333
     0.10    0.032843   -3.302585      0.033333
     1.00    0.291227   -1.000000      0.333333
    10.00    1.513038    1.302585      3.333333
   100.00    3.625766    3.605170     33.333333
 10000.00    8.210541    8.210340   3333.333333
COMMON INPUT
alpha = 0.00729735, 2 alpha/pi = 0.0046456
m c^2 = 510998.95 eV; ln(window ratio) = 2.30259
FAST ELECTRON, 90 degrees
p c = 1.000e+09 eV; window 1e+05 to 1e+06 eV
q = 7.65932e+06, ln q = 15.8514
bracket = 14.8514, N = 0.15887
mean radiated energy in window = 6.2095e+04 eV
top photon energy / electron energy = 1.00e-03
c/omega at top of window = 1.973e-03 angstrom
opposite-momenta frame: peak angle = 0.0414 degrees
  share within 10 degrees of the two directions = 0.6719
SLOW ELECTRON, 90 degrees
T = 100 eV; window 0.1 to 1.0 eV
speed/c = 0.019781, q = 7.82857e-04
bracket = 2.60922e-04, q/3 = 2.60952e-04
N = 2.7911e-06; by atomic-unit formula = 2.7911e-06
mean radiated energy in window = 1.0909e-06 eV
top photon energy / kinetic energy = 1.00e-02
v/omega at top of window = 39.03 angstrom
ratio N fast / N slow = 5.6919e+04
\end{verbatim}
